# Two potentials sharing one first-excited-state density in one dimension

## What the density leaves open

Two noninteracting fermions of the same spin move on a line in a smooth confining potential $v(x)$. In atomic units each orbital obeys

$$-\tfrac12\varphi_k''+v\varphi_k=\varepsilon_k\varphi_k ,\qquad k=0,1,2,\dots$$

The orbitals are real and normalized, and the levels are nondegenerate, as bound levels in one dimension are. The ground state fills levels 0 and 1. The first excited state fills levels 0 and 2: a pair containing level 0 costs least when its partner is as low as possible, and a pair without level 0 costs at least $\varepsilon_1+\varepsilon_2>\varepsilon_0+\varepsilon_2$. The density of the first excited state is

$$n(x)=\varphi_0(x)^2+\varphi_2(x)^2 .$$

This expression has a symmetry. At each point, $(\varphi_0,\varphi_2)$ is a vector in a plane, and $n$ is its squared length. Rotating the vector by an angle that depends on $x$ leaves $n$ unchanged. Knowing $n$ therefore leaves one function open, the direction $\theta(x)$ of the vector:

$$\varphi_0=\sqrt n\,\cos\theta,\qquad \varphi_2=\sqrt n\,\sin\theta. \tag{1}$$

The symmetry also restricts the potential. The Schrödinger equations give $v$ linearly in second derivatives and energies. If the two energies were equal, a constant rotation would turn solutions into solutions, so that part of $v$ can involve $\theta$ only through its derivatives. Reversing the sign of $\varphi_2$, which sends $\theta$ to $-\theta$, must not change $v$ either. The second derivatives of (1) are linear in $\sqrt n$ and its derivatives, so a term $\big((\sqrt n)'\big)^2/n$ cannot arise. Since $v$ has the dimension of an inverse squared length, the remaining terms, apart from a constant, are $(\sqrt n)''/\sqrt n$, $\theta'^2$, and the energy difference times an even function of $\theta$. The coefficients are derived below.

The belief to be examined is that $n$, together with the knowledge that it belongs to the first excited state, fixes $v$ up to a constant. It would require the Schrödinger equation to admit one direction function $\theta$ for each $n$, apart from its sign.

## A counter-example on three sites

The smallest case can be solved by hand. Replace the line by three sites with hopping $t>0$:

$$(Hc)_j=-t(c_{j-1}+c_{j+1})+v_jc_j ,$$

where amplitudes outside the chain are zero. There are three levels. Let $\chi$ be the normalized eigenvector of the empty middle level. The three eigenvectors form an orthogonal matrix, so their squares add up to one on each site, and

$$n_j=1-\chi_j^2. \tag{2}$$

The density fixes the magnitudes of the hole amplitudes $\chi_j$ but not their signs. Put the energy of the hole level at zero. Then $H\chi=0$ gives, for $\chi_j\neq0$,

$$v_1=\frac{t\chi_2}{\chi_1},\qquad v_2=\frac{t(\chi_1+\chi_3)}{\chi_2},\qquad v_3=\frac{t\chi_2}{\chi_3}. \tag{3}$$

It remains to find which signs make zero the middle level. When one eigenvalue of a $3\times3$ matrix is zero, the product of the other two equals the sum of its principal $2\times2$ minors:

$$\begin{aligned}
&(v_1v_2-t^2)+(v_2v_3-t^2)+v_1v_3\\
&=t^2\left(\frac{\chi_3}{\chi_1}+\frac{\chi_1}{\chi_3}+\frac{\chi_2^2}{\chi_1\chi_3}\right)
=\frac{t^2}{\chi_1\chi_3}.
\end{aligned}$$

The second line uses $v_1v_2=t^2(1+\chi_3/\chi_1)$, $v_2v_3=t^2(1+\chi_1/\chi_3)$ and $\sum_j\chi_j^2=1$. Zero lies between the other two eigenvalues when this product is negative, that is, when the end amplitudes have opposite signs. The sign of $\chi_2$ is free. Both patterns

$$A:(+,+,-),\qquad B:(+,-,-)$$

are therefore allowed, and they have the same density. Reversing $\chi_2$ in (3) reverses every $v_j$, so $v^B=-v^A$. The two potentials cannot differ by a constant: $v^A$ would then itself be constant, whereas $v_1$ and $v_3$ have opposite signs.

Take $t=1$ eV and populations $0.60$, $0.65$, $0.75$. The hole amplitudes of pattern A are $\sqrt{0.40}=0.632$, $\sqrt{0.35}=0.592$ and $-\sqrt{0.25}=-0.500$. Equation (3) gives

$$v_1^A=\frac{0.592}{0.632}=0.94,\quad v_2^A=\frac{0.132}{0.592}=0.22,\quad v_3^A=-\frac{0.592}{0.500}=-1.18\ \text{eV}.$$

Pattern B has $-0.94$, $-0.22$ and $1.18$ eV. Direct diagonalization returns the same three populations for both.

The construction needs $0<n_j<1$. If the end populations are equal, then $\chi_3=-\chi_1$ and $v_2=0$, so A and B are mirror images. As $n_2$ then approaches 1, $\chi_2$ goes to zero and both potentials tend to the uniform chain. The limit itself does not restore uniqueness: at $n=(\tfrac12,1,\tfrac12)$ the hole is $(1,0,-1)/\sqrt2$ and $v_2$ drops out of $H\chi=0$. For $v=(0,v_2,0)$ the other two levels have the product $-2t^2<0$, so zero remains the middle level and every $v_2$ gives this density.

## The equation for the angle on the line

The continuum needs its own construction. Set $\varepsilon_0=0$ and $\Delta=\varepsilon_2-\varepsilon_0$. Then

$$\varphi_0''=2v\varphi_0,\qquad \varphi_2''=2(v-\Delta)\varphi_2. \tag{4}$$

Write $r=\sqrt n$. Differentiating (1),

$$\varphi_0'=r'\cos\theta-r\theta'\sin\theta,\qquad \varphi_2'=r'\sin\theta+r\theta'\cos\theta. \tag{5}$$

In the Wronskian $\varphi_0\varphi_2'-\varphi_2\varphi_0'$ the terms with $r'$ cancel and the rest add to $r^2\theta'=n\theta'$. Its derivative is $\varphi_0\varphi_2''-\varphi_2\varphi_0''$. By (4) this equals $-2\Delta\varphi_0\varphi_2$, and $2\varphi_0\varphi_2=n\sin2\theta$. Hence

$$(n\theta')'=-\Delta\,n\sin2\theta. \tag{6}$$

The orbitals and their derivatives vanish far away, so $n\theta'\to0$ at both ends. Integrating (6) over the line then gives $\int n\sin2\theta\,dx=0$, which is the orthogonality of the two orbitals. Their equal normalization requires

$$\int n\cos2\theta\,dx=0,\qquad \int n\,dx=2. \tag{7}$$

For the potential, multiply the equations in (4) by $\varphi_0$ and $\varphi_2$ and add:

$$\varphi_0\varphi_0''+\varphi_2\varphi_2''=2vn-2\Delta n\sin^2\theta .$$

The left side is $\tfrac12n''-\varphi_0'^2-\varphi_2'^2$. Here $\tfrac12n''=r'^2+rr''$, while (5) gives $\varphi_0'^2+\varphi_2'^2=r'^2+r^2\theta'^2$. The left side is thus $rr''-r^2\theta'^2$, and division by $2n$ yields

$$v=\frac{(\sqrt n)''}{2\sqrt n}-\frac{\theta'^2}{2}+\Delta\sin^2\theta . \tag{8}$$

The same sum of squares gives the kinetic energy of the pair:

$$T=\tfrac12\int\left[\big((\sqrt n)'\big)^2+n\theta'^2\right]dx. \tag{9}$$

Two angle functions for one $n$ thus give potentials that differ through the last two terms of (8).

## Two angle functions for one density

Let $n$ consist of three lumps with populations $m_1,m_2,m_3$, joined by necks of low density. By (6) the flux $n\theta'$ changes little across a neck, so $\theta'$ is large where $n$ is small. As a first estimate, take $\theta$ constant on each lump and let it change in the necks. Orthogonality and (7) combine into

$$m_1e^{2i\theta_1}+m_2e^{2i\theta_2}+m_3e^{2i\theta_3}=0. \tag{10}$$

Three arrows of lengths $m_j$ close into a triangle. Taking the squared length of the first two terms, which must equal $m_3^2$, gives

$$\cos2(\theta_2-\theta_1)=\frac{m_3^2-m_1^2-m_2^2}{2m_1m_2},$$

and similarly for the second neck. With populations $0.60$, $0.65$, $0.75$ the first cosine is $-0.22/0.78=-0.282$, so the doubled step is $106^\circ$ and the step is $53^\circ$. The second cosine is $-0.625/0.975=-0.641$, which gives a step of $65^\circ$.

The cosines give only magnitudes. The doubled steps are exterior angles of the triangle, which all turn the same way and add to $360^\circ$ (here $106^\circ+130^\circ+124^\circ$), so the two doubled steps have the same sign: the steps are $(+53^\circ,+65^\circ)$ or $(-53^\circ,-65^\circ)$, and a mixed pair such as $(-53^\circ,+65^\circ)$ violates (10). Equation (10) contains doubled angles, so each step is moreover fixed only up to multiples of $180^\circ$. Apart from an overall sign, three choices are useful:

- A: $53^\circ-180^\circ=-127^\circ$, then $+65^\circ$.
- B: $-53^\circ$, then $180^\circ-65^\circ=+115^\circ$.
- G: $-53^\circ$, then $-65^\circ$.

In A and B the angle turns back and can cross zero twice, giving the upper orbital the two nodes of level 2. In G it runs one way and crosses zero once, so that the upper orbital is level 1. Choice G thus leads to a potential for which the same $n$ is a ground-state density. This list covers only angles that are nearly constant on each lump; it does not exclude further solutions in which $\theta$ changes strongly inside a lump.

These estimates serve as starting points for a numerical solution of (6) and (7). The density chosen is a sum of three Gaussians of width $0.50$ Å centred at $-2.5$, $0$ and $2.5$ Å. Its value is $0.52$ Å$^{-1}$ at the middle centre and $0.04$ to $0.05$ Å$^{-1}$ at the neck midpoints. At the three lump centres the solutions are

- A: $\theta=72.8^\circ,\ -60.6^\circ,\ 9.7^\circ$, with $\Delta=2.86$ eV;
- B: $\theta=10.7^\circ,\ -47.2^\circ,\ 73.5^\circ$, with $\Delta=2.36$ eV.

The steps are $-133^\circ$ and $+70^\circ$ in A, and $-58^\circ$ and $+121^\circ$ in B. They lie within about $7^\circ$ of the estimates, which ignored the variation of $\theta$ inside the lumps.

Equation (8) then gives the potentials, with level 0 at zero energy:

| $x$ (Å) | $v_A$ (eV) | $v_B$ (eV) |
|---:|---:|---:|
| $-2.50$ | $-5.07$ | $-7.56$ |
| $-1.25$ | $3.71$ | $33.28$ |
| $0.00$ | $-5.46$ | $-6.37$ |
| $1.25$ | $30.39$ | $11.30$ |
| $2.50$ | $-7.57$ | $-5.49$ |

For $|x|<3$ Å the difference $v_A-v_B$ varies over a range of 49 eV, so it is far from constant. Nor are the potentials mirror images: when $v_B$ is reflected, the difference still varies over 8.7 eV.

Equation (8) explains the contrast at $x=-1.25$ Å, where $v_A-v_B=-29.6$ eV. The density term is common to both. The terms $\Delta\sin^2\theta$, with angles $3.7^\circ$ in A and $-22.4^\circ$ in B, are $0.01$ and $0.34$ eV and contribute $-0.3$ eV. The remaining $-29.2$ eV comes from $-\theta'^2/2$: potential A turns its orbital pair faster in this neck, so it needs a lower barrier there to keep the same density. In A the density term and $-\theta'^2/2$ nearly cancel, and the barrier is low and almost flat: the tabulated $3.71$ eV lies in a shallow dip between two maxima of about $4.4$ eV at $x=-1.46$ and $-1.06$ Å.

A separate diagonalization, which uses the potentials but not the angles, returns the prescribed density from levels 0 and 2 of each. The largest errors are below $10^{-6}$ of the peak density. The average of the two potentials misses the density by 42% of the peak, so the agreement does not come from insensitivity to the potential.

The empty level 1 shows the connection with the three sites. Its weights in the three regions separated at the neck midpoints $x=\pm1.25$ Å are $0.40$, $0.35$, $0.25$ in both cases, and its signs are $(+,+,-)$ in A and $(+,-,-)$ in B. In this example the weights agree with $1-m_j$ to the digits shown, as (2) gives exactly on three sites, while the node of the hole lies in a different neck for each potential, at $x=1.21$ Å in A and $x=-1.20$ Å in B. The agreement depends on where the regions are cut: with cuts at $\pm1.0$ Å the weights in A become $0.44$, $0.31$, $0.25$.

The three-site pair is an exact counter-example on a lattice. The pair on the line rests on a numerical solution with the stated accuracy, not on an existence proof. It does not imply that every first-excited-state density has several potentials.

## The correct general statement

For two same-spin noninteracting fermions in smooth confining potentials on a line:

1. A ground-state density, from levels 0 and 1, determines $v$ up to a constant.
2. The potentials with $\varepsilon_0=0$ that have a given $n>0$ as first-excited-state density correspond one to one to the solutions of (6) and (7), up to $\theta\to-\theta$, with $\Delta>0$, $n\theta'\to0$ at both ends, $|\theta|<\pi/2$, exactly two zeros of $\theta$, and a smooth confining $v$ in (8). Nothing in these conditions limits the solutions to one.
3. If $v_A$ and $v_B$ share a first-excited-state density and $T_B<T_A$, the excited state $\Psi_B$ contains the ground state of $H_A$ with weight
$$p\ \ge\ \frac{T_A-T_B}{\varepsilon_2^A-\varepsilon_1^A}. \tag{11}$$

All three parts can be proved directly.

### An identity for equal densities

Let $\Psi_A$ and $\Psi_B$ be eigenstates of $H_A$ and $H_B$ with energies $E_A$ and $E_B$ and the same density. The potential energy in $v_A$ depends on the state only through $n$, so

$$\langle\Psi_B|H_A|\Psi_B\rangle=T_B+\int nv_A\,dx=E_A+T_B-T_A, \tag{12}$$

because $E_A=T_A+\int nv_A\,dx$. Exchanging A and B gives the companion relation.

### Proof of part 1

Suppose both states are ground states. The variational principle for $H_A$ makes the left side of (12) at least $E_A$, hence $T_B\ge T_A$. The companion relation gives $T_A\ge T_B$. The kinetic energies are therefore equal, and $\Psi_B$ attains the minimum of $H_A$. A state that attains the minimum is an eigenstate, so $\Psi_B$ is an eigenstate of both Hamiltonians. Subtracting the two eigenvalue equations gives, with $u=v_A-v_B$,

$$[u(x)+u(y)]\Psi_B(x,y)=(E_A-E_B)\Psi_B(x,y).$$

To divide by $\Psi_B$, one must know where it vanishes. It is proportional to

$$\varphi_0(x)\varphi_1(y)-\varphi_1(x)\varphi_0(y)=\varphi_0(x)\varphi_0(y)\left[\frac{\varphi_1(y)}{\varphi_0(y)}-\frac{\varphi_1(x)}{\varphi_0(x)}\right].$$

The ratio $\varphi_1/\varphi_0$ has derivative $w/\varphi_0^2$, where $w=\varphi_0\varphi_1'-\varphi_1\varphi_0'$ and, as in the derivation of (6), $w'=-2(\varepsilon_1-\varepsilon_0)\varphi_0\varphi_1$. Choose $\varphi_0>0$ and let $\varphi_1$ be positive to the left of its single node. Then $w$ starts from zero, falls until the node, and rises back to zero at the far right, so it is negative at every finite $x$. The ratio is strictly monotonic, and $\Psi_B$ vanishes only at $x=y$. Thus $u(x)+u(y)=E_A-E_B$ whenever $x\ne y$. Holding $y$ fixed shows that $u$ is constant for $x\neq y$, and continuity covers $x=y$.

### Proof of part 2

The derivation of (6) to (8) shows that each potential supplies such a $\theta$. The bound $|\theta|<\pi/2$ expresses $\varphi_0>0$, and the two zeros of $\theta$ are the two nodes of $\varphi_2$.

Conversely, start from a solution and define the orbitals by (1) and $v$ by (8). Written out, (6) is

$$r\theta''+2r'\theta'=-2\Delta r\sin\theta\cos\theta .$$

Differentiating (5) and inserting this,

$$\begin{aligned}
\varphi_0''&=(r''-r\theta'^2)\cos\theta-(r\theta''+2r'\theta')\sin\theta\\
&=r\cos\theta\left[\frac{r''}{r}-\theta'^2+2\Delta\sin^2\theta\right]=2v\varphi_0,\\
\varphi_2''&=(r''-r\theta'^2)\sin\theta+(r\theta''+2r'\theta')\cos\theta\\
&=r\sin\theta\left[\frac{r''}{r}-\theta'^2-2\Delta\cos^2\theta\right]=2(v-\Delta)\varphi_2 .
\end{aligned}$$

The last step uses $\cos^2\theta=1-\sin^2\theta$. These are equations (4), and (7) supplies the normalization. In one dimension the number of nodes equals the level index, so the orbitals with zero and two nodes are levels 0 and 2. One potential has one $\varphi_0>0$, one $\Delta$ and, up to sign, one $\varphi_2$, so by (1) it has one $\theta$ in the stated range, up to $\theta\to-\theta$. Solutions that differ by more than this sign therefore give different potentials.

### Proof of part 3

Expand $\Psi_B$ in eigenstates of $H_A$, and let $p$ be its weight in the ground state, whose energy is $E_A^0$. All other components have energy at least $E_A$, the first excited energy. Therefore

$$\langle\Psi_B|H_A|\Psi_B\rangle\ge pE_A^0+(1-p)E_A .$$

Replacing the left side by (12) gives $p(E_A-E_A^0)\ge T_A-T_B$. The energy difference is $(\varepsilon_0^A+\varepsilon_2^A)-(\varepsilon_0^A+\varepsilon_1^A)=\varepsilon_2^A-\varepsilon_1^A$, which proves (11).

## Where the ground-state argument stops

In the example $T_A=7.9206$ eV and $T_B=7.6792$ eV. By (12), $\Psi_B$ has an energy in $H_A$ that lies $0.2414$ eV below the first excited energy: about $2.615$ eV against $2.857$ eV. For a ground state this would be a contradiction. Here (11) requires a ground-state weight of at least

$$\frac{0.2414}{2.857-0.591}=0.107,$$

and the computed weight is $0.587$.

If $T_A=T_B$, as for a mirror pair with a symmetric density, the mean energy (12) equals $E_A$ instead of lying below it. The argument still fails, because a state whose mean energy equals an excited level need not be an eigenstate.

The same-spin condition matters. With opposite spins, the first excited configuration has one particle in level 0 and one in level 1. Its density $\varphi_0^2+\varphi_1^2$ is the density covered by part 1, so it does determine the potential. For same-spin fermions, additional information can remove the ambiguity: if the ground-state density of the same potential is also given, part 1 fixes $v$ up to a constant.

## Table of computed values

```
lump centers (angstrom): -2.50  0.00  2.50
lump width (angstrom): 0.50
lump populations (electrons): 0.60  0.65  0.75
three-site hopping (eV): 1.00
three-site A potential (eV): 0.935  0.224  -1.183
three-site A levels (eV): -1.790  0.000  1.766
three-site A occupations, levels 0+2: 0.600  0.650  0.750
three-site B potential (eV): -0.935  -0.224  1.183
three-site B levels (eV): -1.766  0.000  1.790
three-site B occupations, levels 0+2: 0.600  0.650  0.750
fine grid step (angstrom): 0.00075
sinc grid step (angstrom): 0.030
sample points (angstrom): -2.50  -1.25  0.00  1.25  2.50
density there (1/angstrom): 0.4787  0.0438  0.5186  0.0491  0.5984
A theta at samples (degree): 72.8  3.7  -60.6  -27.4  9.7
A potential at samples, level 0 at zero (eV): -5.068  3.708  -5.460  30.390  -7.569
A levels 0,1,2,3 from diagonalization (eV): 0.000  0.591  2.857  12.351
A gap from angle equation (eV): 2.8566
A kinetic energy, direct / formula (eV): 7.9206 / 7.9206
A largest density error / peak density: 6.9e-07
B theta at samples (degree): 10.7  -22.4  -47.2  16.7  73.5
B potential at samples, level 0 at zero (eV): -7.562  33.277  -6.371  11.299  -5.486
B levels 0,1,2,3 from diagonalization (eV): 0.000  0.616  2.360  13.161
B gap from angle equation (eV): 2.3598
B kinetic energy, direct / formula (eV): 7.6792 / 7.6792
B largest density error / peak density: 3.9e-07
G theta at samples (degree): 63.0  37.2  9.6  -26.4  -56.6
G potential at samples, level 0 at zero (eV): -7.016  35.288  -7.656  32.234  -7.094
G levels 0,1,2,3 from diagonalization (eV): 0.000  0.772  1.285  14.949
G gap from angle equation (eV): 0.7717
G kinetic energy, direct / formula (eV): 6.9092 / 6.9092
G largest density error / peak density: 3.4e-08
A against B, density difference / peak: 7.2e-07
averaged potential, density error / peak: 0.422
spread of vA-vB for |x|<3 angstrom (eV): 49.143
spread of vA-mirrored vB, same range (eV): 8.670
A hole weights in the three wells: 0.400  0.349  0.251  signs: +1 +1 -1
B hole weights in the three wells: 0.400  0.350  0.250  signs: +1 -1 -1
trial state B in Hamiltonian A:
  excited-state energy (eV): 2.8566
  trial energy (eV): 2.6151
  trial energy lies below by (eV): 0.2414
  ground-state weight in trial state: 0.5866
  least weight required: 0.1066
```
